# Why near-field heat transfer can exceed the blackbody limit

## Question

I learned that no body at temperature $T$ radiates more than a blackbody, so two facing plates should exchange at most $\sigma(T_1^4-T_2^4)$ per unit area. Yet calculations for plates separated by a very small vacuum gap can give a larger radiative flux. Evanescent waves are offered as the reason, but I was also taught that an evanescent wave carries no energy away from a surface. Does the larger flux break the second law? If not, what exactly does the Stefan–Boltzmann limit limit?

## Answer

It does not break the second law. The Stefan–Boltzmann flux is a count of waves that can propagate through vacuum. A second body close enough to touch the evanescent field of the first opens further channels, which that count omits. Each channel still carries net heat from hot to cold. The excess is possible but not guaranteed: it depends on the gap and the materials.

### The flux of one channel

Take two thick, parallel, nonmagnetic plates with local, isotropic permittivities $\varepsilon_1,\varepsilon_2$, each at a uniform temperature. Plate 1 fills $z<0$ and plate 2 fills $z>d$. Fields vary as $e^{ikx-i\omega t}$. With $k_0=\omega/c$, the normal wavevectors are

$$
k_z=\sqrt{k_0^2-k^2},\qquad q_j=\sqrt{\varepsilon_jk_0^2-k^2},\qquad \operatorname{Im}q_j>0 .
$$

For $k>k_0$ the vacuum wave is evanescent and $k_z=i\kappa$, with $\kappa>0$.

The physical input is the fluctuation–dissipation theorem. Thermal currents at different points, or along different axes, are uncorrelated, and each component has the two-sided spectrum

$$
S_j=2\omega\varepsilon_0\varepsilon''\Theta,\qquad \Theta(\omega,T)=\frac{\hbar\omega}{e^{\hbar\omega/k_BT}-1},
$$

where $\varepsilon''=\operatorname{Im}\varepsilon>0$. The zero-point part is omitted because it cancels in the net flux.

**s polarization.** Drop the index on $q_1,\varepsilon_1$. A current sheet $J$ along $y$ at depth $h$ obeys $E''+q^2E=-i\omega\mu_0J\,\delta(z+h)$. The jump in $E'$ gives an upward wave of amplitude $-\omega\mu_0J/(2q)$. It reaches the surface multiplied by $e^{iqh}$. Continuity of $E$ and $E'$ gives the transmission factor $2q/(q+k_z)$, so the emitted amplitude is

$$
E_0=-\frac{\omega\mu_0J\,e^{iqh}}{q+k_z}.
$$

Summing intensities over depth gives $\int_0^\infty e^{-2q''h}dh=1/(2q'')$. The imaginary part of $q^2=\varepsilon k_0^2-k^2$ is $2q'q''=\varepsilon''k_0^2$, hence $\varepsilon''/(2q'')=q'/k_0^2$ and

$$
S_{E_0}=\frac{2\omega\mu_0\Theta\,q'}{|q+k_z|^2}.
$$

With $r=(k_z-q)/(k_z+q)$, direct multiplication gives

$$
1-|r|^2=\frac{4k_zq'}{|k_z+q|^2}\ (k<k_0),\qquad
\operatorname{Im}r=\frac{2\kappa q'}{|i\kappa+q|^2}\ (k>k_0).
$$

Therefore $S_{E_0}=\omega\mu_0\Theta(1-|r_1|^2)/(2k_z)$ for propagating waves and $\omega\mu_0\Theta\operatorname{Im}r_1/\kappa$ for evanescent ones.

Reflections in the gap turn $E_0$ into

$$
E(z)=\frac{E_0}{D}\left(e^{ik_zz}+r_2e^{2ik_zd}e^{-ik_zz}\right),\qquad D=1-r_1r_2e^{2ik_zd}.
$$

The normal Poynting flux is $\operatorname{Im}(E^*E')/(\omega\mu_0)$. Write the two amplitudes as $A$ and $B$. Then

$$
\operatorname{Im}(E^*E')=
\begin{cases}
k_z(|A|^2-|B|^2), & k<k_0,\\
2\kappa\operatorname{Im}(A^*B), & k>k_0.
\end{cases}
$$

The second line resolves the puzzle about evanescent waves. One decaying wave alone has $B=0$ and carries no normal flux. Plate 2 supplies a second wave, with $\operatorname{Im}(A^*B)=|A|^2e^{-2\kappa d}\operatorname{Im}r_2$. The identity above gives $\operatorname{Im}r_2>0$ because $q_2'>0$: energy enters plate 2 and is absorbed there.

Positive and negative frequencies contribute equally, which supplies a factor 2. Inserting $S_{E_0}$ gives a flux $\Theta\tau$ per channel, with

$$
\tau_{\rm prop}=\frac{(1-|r_1|^2)(1-|r_2|^2)}{|1-r_1r_2e^{2ik_zd}|^2},\qquad
\tau_{\rm evan}=\frac{4\operatorname{Im}r_1\operatorname{Im}r_2\,e^{-2\kappa d}}{|1-r_1r_2e^{-2\kappa d}|^2}.
$$

**p polarization.** Use $H_y$, which obeys $H''+q^2H=ikj_z-\partial_zj_x$. Sheets along $x$ and $z$ launch upward amplitudes $-J/2$ and $kJ/(2q)$. Continuity of $H$ and $H'/\varepsilon$ gives the transmission factor $2q/(q+\varepsilon k_z)$. The summed intensity contains

$$
\frac{\varepsilon''(|q|^2+k^2)}{2q''}=\frac{q'(|q|^2+k^2)}{k_0^2}=\operatorname{Re}(\varepsilon q^*),
$$

where the last step uses $\varepsilon k_0^2=q^2+k^2$. Thus $S_{H_0}=2\omega\varepsilon_0\Theta\operatorname{Re}(\varepsilon q^*)/|q+\varepsilon k_z|^2$. The reflection amplitude is $r=(\varepsilon k_z-q)/(\varepsilon k_z+q)$, and its two identities are those above with $q'$ replaced by $\operatorname{Re}(\varepsilon q^*)$ in the numerator and $q$ added to $\varepsilon k_z$ instead of $k_z$ in the denominator. The flux is $\operatorname{Im}(H^*H')/(\omega\varepsilon_0)$, so the same two formulas for $\tau$ follow.

Both formulas are unchanged when the plates are exchanged. Subtracting the return flow gives

$$
q_{\rm net}=\int_0^\infty\frac{d\omega}{2\pi}\,[\Theta(\omega,T_1)-\Theta(\omega,T_2)]\sum_{s,p}\int_0^\infty\frac{k\,dk}{2\pi}\,\tau(\omega,k).
$$

### What the blackbody limit bounds

For propagating waves, $|D|\ge1-|r_1||r_2|$, and

$$
(1-|r_1||r_2|)^2-(1-|r_1|^2)(1-|r_2|^2)=(|r_1|-|r_2|)^2\ge0 .
$$

Hence $0\le\tau_{\rm prop}\le1$. The largest propagating channel density, with two polarizations, is

$$
2\int_0^{k_0}\frac{k\,dk}{2\pi}=\frac{\omega^2}{2\pi c^2}.
$$

One plate can then send at most

$$
\int_0^\infty\frac{d\omega}{2\pi}\frac{\omega^2}{2\pi c^2}\Theta
=\frac{(k_BT)^4}{4\pi^2c^2\hbar^3}\int_0^\infty\frac{x^3dx}{e^x-1}
=\frac{\pi^2k_B^4}{60\hbar^3c^2}T^4=\sigma T^4,
$$

since the last integral is $\pi^4/15$. For $T_1>T_2$ the net propagating flux is therefore at most $\sigma(T_1^4-T_2^4)$ at any gap. The cutoff $k<k_0$ is essential to this result.

If plate 2 is removed, $r_2=0$ and $\tau_{\rm evan}=0$. A distant detector thus never receives the near-field excess from a plane surface. Likewise, two idealized surfaces with $r=0$ for every $k$ exchange the blackbody flux at every gap. A surface that absorbs propagating waves almost perfectly over most angles can still have $\operatorname{Im}r>0$ for $k>k_0$, and so can still exchange heat by tunnelling.

### Why tunnelling obeys the second law

An evanescent channel is also limited to $\tau\le1$. Set $a=r_1e^{-\kappa d}$ and $b=r_2e^{-\kappa d}$. Since $4\operatorname{Im}a\operatorname{Im}b=2\operatorname{Re}(ab^*)-2\operatorname{Re}(ab)$,

$$
|1-ab|^2-4\operatorname{Im}a\operatorname{Im}b
=1+|ab|^2-2\operatorname{Re}(ab^*)=|1-ab^*|^2,
$$

and so

$$
\tau_{\rm evan}=1-\frac{|1-ab^*|^2}{|1-ab|^2}\le1 .
$$

It is also nonnegative. From $2q'q''=\varepsilon''k_0^2>0$ we have $q'>0$, and the identity above then gives $\operatorname{Re}(\varepsilon q^*)>0$. Hence $\operatorname{Im}r>0$ in both polarizations.

Because $\Theta$ increases with temperature, every channel carries net heat from hot to cold, or none. At equal temperatures each channel balances separately. Treating the plates as heat reservoirs, their entropy production per area is

$$
\dot s=q_{\rm net}\left(\frac1{T_2}-\frac1{T_1}\right)\ge0 .
$$

Energy is conserved too: a heater must supply the larger flux to keep the hot plate at $T_1$. What grows is the number of useful channels, not the thermal energy assigned to one.

### How the excess grows at small gaps

For equal plates and $\kappa\gg k_0\sqrt{|\varepsilon|}$, $q\simeq i\kappa$ and the p reflection amplitude tends to $r=(\varepsilon-1)/(\varepsilon+1)$. Put $w=r^2$ and $x=e^{-2\kappa d}$. Since $x/|1-wx|^2=\operatorname{Im}[wx/(1-wx)]/\operatorname{Im}w$, we need

$$
\int_0^\infty\kappa\frac{wx}{1-wx}\,d\kappa
=-\frac1{2d}\int_0^\infty\ln(1-wx)\,d\kappa
=-\frac1{4d^2}\int_0^1\frac{\ln(1-wx)}x\,dx
=\frac{\operatorname{Li}_2(w)}{4d^2}.
$$

The first step is integration by parts with vanishing end terms; the second uses $d\kappa=-\dfrac{1}{2d}\,\dfrac{dx}{x}$. Multiplying by $4(\operatorname{Im}r)^2/(2\pi\operatorname{Im}w)$, with $\operatorname{Im}w=2\operatorname{Re}r\operatorname{Im}r$, gives the channel density

$$
N_p(\omega)=\frac{\operatorname{Im}r\,\operatorname{Im}\operatorname{Li}_2(r^2)}{4\pi d^2\operatorname{Re}r}.
$$

At $\operatorname{Re}r=0$ the formula is read as its finite limit, $\ln[1+(\operatorname{Im}r)^2]/(2\pi d^2)$. At fixed material and temperatures, this part of the flux grows as $d^{-2}$. In s polarization, expansion at large $\kappa$ instead gives $r\simeq(\varepsilon-1)k_0^2/(4\kappa^2)$. Its channel integrand falls as $\kappa\,\kappa^{-4}$, so it converges even without the factor $e^{-2\kappa d}$, and the s contribution saturates. The $d^{-2}$ law belongs to local electrodynamics and cannot be continued to contact.

### An example: NiO plates at 350 K and 300 K

NiO is a polar insulator with infrared phonons in the thermal range. It is also antiferromagnetic at these temperatures, and the model ignores this by setting $\mu=1$. A magnon resonance in $\mu$ would give $r\to(\mu-1)/(\mu+1)$ in s polarization at large $\kappa$, and hence an s term growing as $d^{-2}$. With rough magnon parameters that term is below 1 W/m² at 100 nm and a few to a few tens of W/m² at 10 nm. I use

$$
\varepsilon(E)=\varepsilon_\infty\left(1+\frac{E_{LO}^2-E_{TO}^2}{E_{TO}^2-E^2-i\Gamma E}\right),\qquad E=\hbar\omega,
$$

with rough typical values $\varepsilon_\infty=5.7$, $E_{TO}=0.050$ eV, $E_{LO}=0.072$ eV and $\Gamma=0.002$ eV. The blackbody flux is

$$
\sigma(350^4-300^4)\ \mathrm{K^4}=392\ \mathrm{W/m^2}.
$$

At a gap of 100 nm the model gives, in W/m²,

$$
\underbrace{351}_{\rm propagating}+\underbrace{877}_{\rm evanescent\ s}+\underbrace{18300}_{\rm evanescent\ p}\simeq19500,
$$

or about 50 times the blackbody value. The propagating part remains below 392 W/m². The entropy production is $19500\,(1/300-1/350)\simeq9.3$ W/(m² K), which is positive.

Most of the excess comes from surface phonon polaritons, for which $\operatorname{Re}\varepsilon$ is near $-1$. Setting $\varepsilon=-1$ without damping gives

$$
E_s=\sqrt{\frac{\varepsilon_\infty E_{LO}^2+E_{TO}^2}{\varepsilon_\infty+1}}=0.0692\ \mathrm{eV}.
$$

With damping restored, $\varepsilon=-0.976+0.404i$ there, so $r\simeq0.71+4.93i$ and $|r|\simeq5.0$. For equal plates the formula for $1-\tau$ gives perfect transmission at $|r|e^{-\kappa d}=1$. Thus $\kappa\simeq\ln(5.0)/(100\ \mathrm{nm})\simeq16\ \mu\mathrm{m}^{-1}$, about 46 times $k_0=0.35\ \mu\mathrm{m}^{-1}$. The largest sampled value, $\tau=0.998$, lies at $k/k_0\simeq45$.

At this energy the evanescent p channel density is $51\ \mu\mathrm{m}^{-2}$, against $0.0196\ \mu\mathrm{m}^{-2}$ for a blackbody: a ratio of about 2600. The total flux rises much less because this enhancement is confined in frequency. The interval between $E_{TO}$ and $E_{LO}$ carries 94% of the evanescent p flux.

At 10 nm the p flux is $1.77\times10^6$ W/m², and the small-gap formula agrees within 0.05%. The s flux rises only from 877 to 959 W/m² between 100 and 10 nm, consistent with the saturation found for $\mu=1$. In the other direction, the total equals the blackbody flux near 2.8 µm. At 10 µm it is 263 W/m², only 0.67 of that flux. A vacuum gap between real materials therefore need not beat the blackbody value.

As a check on the channel formula, the current-sheet problem was also solved numerically without reflection amplitudes. The test used $E_s$, a 100 nm gap and $k/k_0=0.6,1.5,20$. One plate had the parameters above; the other had $E_{TO}=0.048$, $E_{LO}=0.070$ and $\Gamma=0.004$ eV. The largest relative difference was $5\times10^{-14}$, and exchanging source and receiver left $\tau$ unchanged to rounding accuracy.

### How far the number applies to real plates

These are model fluxes, not measurements, and a single oscillator omits multiphonon absorption. At 100 nm, halving or doubling $\Gamma$ in both plates lowers the total by 10% or 2%. Softening both phonon energies of the hot plate by 1% lowers it by 5%. Raising $E_{TO}$ by 0.002 eV in both plates lowers it by 7%.

Uniform spacing is a demanding assumption for real plates. If half the area is at 90 nm and half at 110 nm, the flux rises by 3%. For a gentle tilt from 50 to 150 nm, averaging $d^{-2}$ gives $1/(50\times150)$ nm⁻², so the $d^{-2}$ part rises by about 33%. Contacts or spacers add conduction not included here.

Other estimated corrections are at most a few percent at 100 nm. Nitrogen at $10^{-5}$ Torr conducts about 0.08 W/m². A 0.5 mm plate of rough conductivity 20 W/(m K) has an internal temperature drop of 0.5 K. If the outer faces are held at 350 K and 300 K, the drops in the two plates lower the flux by about 2%. The model also treats each plate as opaque. A 0.5 mm plate is partly transparent where the phonon absorbs weakly. Within the single-oscillator model, two such plates with vacuum behind them exchange about 1% less at 100 nm and about 20% less at 10 µm, where propagating waves carry most of the flux. At $E_s$, 95% of the p channels lie below $k\simeq0.035$ nm⁻¹, about 0.5% of $\pi/a$ for a rough lattice constant $a=0.42$ nm. This supports a local permittivity at 100 nm, but not at atomic separations. The full set of values is in the numerical output below. Its wavevector grid does not resolve the kink at $\kappa=k_0\sqrt{\operatorname{Re}\varepsilon-1}$, so its evanescent s entries at 10 and 100 nm are about 4 W/m² too high. Its 95% wavevector, read from the same coarse grid, is about 3% low. The text quotes the converged values.

## Calculated quantities

```
Hot, cold temperature: 350, 300 K
Rough NiO high-frequency permittivity: 5.7
Rough TO, LO, damping: 0.050, 0.072, 0.002 eV
Blackbody net flux: 391.61 W/m2
Flux from counted black channels: 391.61 W/m2
Gap nm | propagating | evanescent s | evanescent p | total (W/m2) | ratio
   10 | 352.65 | 963.43 | 1768359.47 | 1769675.55 | 4518.972
   30 | 352.46 | 940.88 | 197138.94 | 198432.28 | 506.709
  100 | 351.04 | 880.90 | 18274.21 | 19506.15 | 49.810
  300 | 341.26 | 713.75 | 2363.22 | 3418.23 | 8.729
 1000 | 287.00 | 330.28 | 360.17 | 977.45 | 2.496
10000 | 249.75 | 3.40 | 10.32 | 263.47 | 0.673
Gap where total equals blackbody: 2827 nm
Small-gap p flux at 10 nm, static law: 1767544.2 W/m2
Log slope of p flux, 10 to 20 nm: -1.9981
Surface resonance energy: 0.06916 eV
Permittivity there: -0.976 + 0.404 i
Vacuum wavevector there: 0.3505 1/um
Blackbody channel density there: 0.01955 1/um2
Evanescent p channels there, 100 nm: 51.353 1/um2
Ratio of these channel densities: 2626.5
Largest sampled tau there: 0.99821
k/(w/c) at that tau: 44.62
p evanescent flux between TO and LO: 94.0 percent
Entropy production at 100 nm: 9.2886 W/(m2 K)
Largest relative source-test error: 4.9e-14
Largest relative reciprocity error: 1.6e-15
Neglected effects at 100 nm:
Damping halved, flux change: -9.91 percent
Damping doubled, flux change: -2.44 percent
Hot phonons softened 1 percent, flux change: -4.67 percent
TO raised 0.002 eV in both, flux change: -6.92 percent
Half area at 90, half at 110 nm, change: 2.74 percent
Residual nitrogen pressure: 1.0e-05 Torr
Gas conduction estimate: 0.0794 W/m2
Rough plate thickness: 0.5 mm
Rough thermal conductivity: 20 W/(m K)
Temperature drop in one plate: 0.4877 K
Rough lattice constant: 0.42 nm
k containing 95 percent of resonance channels: 0.0344 1/nm
That k divided by pi/lattice constant: 0.00460
```
